# Minimum, basin and runaway directions of the Li-Nunes-Vanderbilt functional

## Problem

Let $H$ be a fixed real symmetric Hamiltonian in an orthonormal basis, for one spin channel, and let $\mu$ lie in a gap, so that $A=H-\mu$ has no zero eigenvalue. Write $Au_i=e_iu_i$, and call a level filled if $e_i<0$ and empty if $e_i>0$. For any real symmetric $D$, with neither trace nor idempotency imposed, define

$$\Omega(D)=\mathrm{Tr}[p(D)A],\qquad p(x)=3x^2-2x^3 .$$

Let $G$ be the gradient of $\Omega$.

1. Find every local minimum of $\Omega$.
2. Under the flow $\dot D=-G$, which initial occupation of each level leads to the minimum? What can be said if $D$ does not commute with $H$?
3. Along which directions does $\Omega$ fall without bound?

As an example, take a four-site open chain with zero site energies, hoppings $-2,-1,-2$ eV and $\mu=0.4$ eV. Its levels relative to $\mu$ are $-2.96,\,-1.96,\,1.16,\,2.16$ eV.

## First estimate by scaling

Suppose that the projector $P$ on the filled levels is a minimum, and move one occupation a distance $x$ from its value in $P$. The only energy available is $|e|$. The polynomial $p$ supplies a quadratic cost $3|e|x^2$ and a cubic term of size $2|e|x^3$. A cubic term is harmful for one sign of the displacement only. The two terms are equal at $x=3/2$, so the estimated basin ends near $d=-1/2$ for a filled level and $d=3/2$ for an empty one.

The barrier should be of order $|e|$. The curvature $6|e|$ sets a flow time of order $1/(6|e|)$. For the highest filled level these scales are 1.96 eV and $1/(6\times1.96)=0.085$ eV$^{-1}$.

## Exact solution

### Stationary points

Replace $D$ by $D+X$ and keep first order in $X$. Cyclic permutation under the trace gives $\mathrm{Tr}[X(DA+AD)]$ from $D^2$ and $\mathrm{Tr}[X(D^2A+DAD+AD^2)]$ from $D^3$. Hence

$$G=3(DA+AD)-2(D^2A+DAD+AD^2).$$

In the eigenbasis $v_i$ of $D$, with eigenvalues $d_i$ and $A_{ij}=v_i^TAv_j$,

$$G_{ij}=A_{ij}\,p[d_i,d_j],\qquad p[a,b]=3(a+b)-2(a^2+ab+b^2).$$

Here $p(a)-p(b)=(a-b)\,p[a,b]$ and $p[a,a]=6a(1-a)$.

Suppose $G=0$ while some $d_j$ is neither 0 nor 1. Then $G_{jj}=6A_{jj}d_j(1-d_j)=0$ requires $A_{jj}=0$. Since $\Omega=\sum_i p(d_i)A_{ii}$, changing $d_j$ at fixed eigenvectors leaves $\Omega$ constant. But $Av_j\neq0$, so some $A_{ij}\neq0$ with $i\neq j$. After $d_j\to d_j+\eta$, the element $G_{ij}=A_{ij}\,p[d_i,d_j+\eta]$ is a quadratic polynomial in $\eta$ with leading coefficient $-2A_{ij}$, so it is nonzero for all small enough $\eta\neq0$. Arbitrarily close to the stationary point there are thus points with the same $\Omega$ and a nonzero gradient, and next to them lower values. The point is not a minimum.

Such points exist and need not commute with $H$. One is $D=\frac32vv^T$ with $v^TAv=0$, because $p[0,\frac32]=\frac92-\frac92=0$. In the chain, $v$ can mix the two levels next to the gap, with weight $1.16/(1.16+1.96)=0.37$ on the filled one. The lowest Hessian eigenvalue there is $-17.8$ eV, which is $6e_1$ and comes from the lowest level $u_1$ being left empty. Adding $u_1u_1^T$ to $D$ keeps the point stationary and noncommuting, and its lowest Hessian eigenvalue is then $-6.4$ eV, still negative.

A minimum therefore has all $d_i\in\{0,1\}$. Since $p[0,1]=1$, stationarity also requires $A_{ij}=0$ between the two groups, so $D$ is a projector commuting with $H$.

### Which projector is the minimum

Let $D$ be such a projector, with occupations $n_i$ in the basis $u_i$. The second-order part of $\Omega(D+X)$ is

$$Q(X)=\mathrm{Tr}\{[3X^2-2(DX^2+XDX+X^2D)]A\}=\sum_{ij}X_{ij}^2\,e_i(3-4n_i-2n_j).$$

The terms $DX^2$ and $X^2D$ each give $n_i$, and $XDX$ gives $n_j$. A diagonal element contributes $3(1-2n_i)e_iX_{ii}^2$. For $i\neq j$, adding the $ij$ and $ji$ terms gives the coefficient of $X_{ij}^2$:

- equal occupations $n$: $3(1-2n)(e_i+e_j)$;
- $n_i=0,\ n_j=1$: $(3e_i-2e_i)+(3e_j-4e_j)=e_i-e_j$.

A minimum needs $(1-2n_i)e_i>0$ for every $i$, which means $n_i=1$ for $e_i<0$ and $n_i=0$ for $e_i>0$. This is $P$. At $P$ the coefficients are $3(|e_i|+|e_j|)$ on the same side of $\mu$ and $|e_i|+|e_j|$ across it, all positive. So $P$ is a strict local minimum and the only one, with $\Omega(P)=-2.96-1.96=-4.92$ eV in the chain.

For $X$ of unit Frobenius norm the Hessian eigenvalue is $2Q$. Off the diagonal $X_{ij}^2=1/2$, so it equals the pair coefficient; on the diagonal it is $6|e_i|$. The chain has a softest value $1.96+1.16=3.12$ eV and a stiffest $6\times2.96=17.8$ eV. If $\mu$ approaches a level, $6|e_i|\to0$ and the minimum loses its stiffness against that occupation.

### Basin when $D$ commutes with $H$

Now $G$ is diagonal in the basis $u_i$, so $D$ keeps commuting with $H$ and each occupation moves alone:

$$\dot d_i=-6e_id_i(1-d_i).$$

For a filled level, $\dot d=6|e|d(1-d)$. The occupation rises to 1 from $0<d<1$, falls to 1 from $d>1$, stays at $d=0$, and decreases without limit from $d<0$. For an empty level, $c=1-d$ obeys $\dot c=6|e|c(1-c)$, the same equation. The flow therefore reaches $P$ if and only if

$$d_i>0\ \text{for every filled level and}\ d_i<1\ \text{for every empty level}.$$

From a distance $x$ beyond the edge, $\dot x=6|e|x(1+x)$. Since $1/[x(1+x)]=1/x-1/(1+x)$, the occupation diverges at the finite time

$$t^*=\int_x^\infty\frac{dx'}{6|e|x'(1+x')}=\frac{\ln(1+1/x)}{6|e|}.$$

### Basin when $D$ does not commute with $H$

Assume nondegenerate levels and a start with all eigenvalues of $D$ strictly between 0 and 1. This is sufficient to reach $P$.

**The box is preserved.** With $K=3A-2AD-DA$, multiplying out gives $G=KD+DK^T$. Hence $D(t)=\Psi D(0)\Psi^T$, where $\dot\Psi=-K\Psi$ and $\Psi(0)=1$. As $\Psi$ is invertible, $D$ stays positive definite. Because $p(1-x)=1-p(x)$, we have $\Omega=\mathrm{Tr}A+\mathrm{Tr}[p(1-D)(-A)]$, so $1-D$ follows the same flow with $A\to-A$ and also stays positive definite.

**The flow converges.** Along it $\dot\Omega=-\mathrm{Tr}\,G^2$. On the bounded box $\Omega$ is bounded below, so $\int\mathrm{Tr}\,G^2dt$ is finite; as $G$ also has a bounded time derivative, $G\to0$. In the closed box, a stationary point with $0<d_j<1$ would have $p[d_i,d_j]>0$ for all $i$, because $p$ increases on $[0,1]$ and $p[d_j,d_j]>0$. Then all $A_{ij}=0$ and $Av_j=0$, which is excluded. What remains are the projectors commuting with $H$, finitely many for nondegenerate levels, and the continuous path must settle at one of them, $P'$.

**The limit is $P$.** Suppose $P'$ leaves a level with $e<0$ empty. Then $K\to K_\infty=3A(1-P')$, which has negative eigenvalues, all at or below some $-\kappa<0$. Let $R$ project on their eigenvectors, let $\delta=\|K-K_\infty\|$, and let $\dot\psi=-K\psi$. For $S=|R\psi|^2-|(1-R)\psi|^2$,

$$\dot S=-2\psi^T(2R-1)K\psi\ge2\kappa|R\psi|^2-2\delta|\psi|^2 .$$

While $S>0$, $|\psi|^2<2|R\psi|^2$. Once $\delta\le\kappa/4$, this gives $\dot S\ge\kappa|R\psi|^2\ge\kappa S$. A $\psi$ started in the range of $R$ at such a time grows without bound. But $\psi=\Psi c$ with a constant vector $c$, and $D\ge\lambda\Psi\Psi^T$, where $\lambda>0$ is the smallest eigenvalue of $D(0)$. So $|\psi|^2\le\|D\||c|^2/\lambda<|c|^2/\lambda$, a contradiction. The same argument for $1-D$ excludes a filled level with $e>0$. Hence $P'=P$.

Outside the box, the eigenvalues of $D$ give a necessary condition. Since $D=\Psi D(0)\Psi^T$ keeps the signs of the eigenvalues of $D$, and likewise of $1-D$, reaching $P$ needs at least as many positive eigenvalues as filled levels and at least as many eigenvalues below 1 as empty levels. When this condition holds, the eigenvalues alone do not in general decide. Take the spectrum $\{-\frac14,\frac12,\frac12,1\}$ in the chain. With $-\frac14$ on an empty level and 1 on a filled one, the flow reaches $P$; with $-\frac14$ on a filled level it runs away.

As an example inside the box, the site-diagonal start with occupations $0.9,0.2,0.7,0.4$ does not commute with $H$. Its $\Omega$ falls from $-0.88$ to $-4.92$ eV. Between $t=1$ and $3$ eV$^{-1}$ the distance $\|D-P\|$ drops from $2.46\times10^{-2}$ to $4.61\times10^{-5}$, a mean rate $\frac12\ln(534)=3.14$ eV, close to the softest Hessian eigenvalue, which governs the linearized flow.

### Runaway directions

Since $\Omega$ is cubic and $P$ is stationary,

$$\Omega(P+tX)=\Omega(P)+t^2Q(X)-2t^3\,\mathrm{Tr}(X^3A).$$

Every $X$ with $\mathrm{Tr}(X^3A)\neq0$ leads to $-\infty$ for one sign of $t$. The basic cases are emptying a filled level past zero, $X=-u_iu_i^T$, and filling an empty level past one, $X=u_au_a^T$. Both have $X^3=X$ and $\mathrm{Tr}(XA)=|e|$, so

$$\Omega-\Omega(P)=|e|(3t^2-2t^3).$$

The derivative $6|e|t(1-t)$ puts the barrier at $t=1$, with height $|e|$; the curve returns to zero at $t=3/2$. For the highest filled level, $\Omega-\Omega(P)$ is 1.96 eV at $d=0$, zero at $d=-0.5$, $-7.85$ eV at $d=-1$ and $-53.0$ eV at $d=-2$.

A rotation direction $X=u_iu_a^T+u_au_i^T$, with $i$ filled and $a$ empty, also has $X^3=X$, but $\mathrm{Tr}(XA)=0$. Along the ray from $P$, $\Omega$ rises as $(e_a-e_i)t^2$ and never falls. This concerns the straight ray only: $P+tX$ lies outside the box, and for the two levels next to the gap the flow started there returns to $P$ for $t=1$ but runs away for $t=1.5$. More generally, every $X\neq0$ with $\mathrm{Tr}(X^3A)=0$ rises from $P$ as $t^2Q(X)$, because $Q>0$ there. For such $X$ the outcome depends on the starting point: from $D=0$ the same rotation direction gives $\Omega=3t^2\,\mathrm{Tr}(X^2A)=3(e_i+e_a)t^2$, which for the two levels next to the gap is $-2.4\,t^2$ eV and falls without bound.

Values below $\Omega(P)$ require an eigenvalue of $D$ outside $[-\frac12,\frac32]$. Inside, $p(x)=x^2(3-2x)\ge0$ and $1-p(x)=(1-x)^2(1+2x)\ge0$, so the diagonal elements of $p(D)$ in the basis $u_i$ lie between 0 and 1, and $\Omega(D)=\sum_ie_i[p(D)]_{ii}\ge\sum_{e_i<0}e_i=\Omega(P)$.

## Comparison

The estimate has the correct dangerous side and energy scale, but places the edge at a displacement $3/2$ instead of 1. Equating the quadratic and cubic terms finds where $\Omega$ regains its minimum value; the basin ends earlier, where the force changes sign. A filled level started at $d=-0.25$ lies inside the estimated basin and still runs away. For the highest filled level this takes $\ln5\times0.085=0.137$ eV$^{-1}$, which is the scaling time multiplied by a logarithm. That logarithm diverges as the start approaches the edge.

Both results concern continuous flow. Fixed-step descent $D\to D-\alpha G$ on a commuting $D$ gives, for a filled level with $s=6\alpha|e|\le1$,

$$f(d)=d[1+s(1-d)],\qquad f(d)-1=(d-1)(1-sd).$$

From $0<d<1$ the iterates rise to 1, and from $1<d\le1/s$ they fall to 1 or land on it. From $1/s<d<1+1/s$ one step lands in $(0,1)$. Beyond $1+1/s$ one step lands below zero, and the iterates then decrease without limit. The basin shrinks to $(0,1+1/s)$, and for an empty level to its reflection $(-1/s,1)$. With $\alpha=1/(6\times2.96)=0.056$ eV$^{-1}$, the highest filled level has $s=1.96/2.96=0.66$ and an outer edge at $d=2.51$, which the continuous flow does not have. The numerical check below locates the flow edges by bisection and tests both sides of the fixed-step edges.

## Values computed for the example and the checks

```
hoppings (eV): -2.0 -1.0 -2.0 ; mu (eV): 0.4
levels of H (eV): -2.5616 -1.5616 1.5616 2.5616
levels relative to mu, e (eV): -2.9616 -1.9616 1.1616 2.1616
filled levels (one spin): 2
Omega at P (eV): -4.9231
commuting projectors tested: 16 ; minima: 1
Hessian eigenvalues at P (eV): 3.1231 4.1231 4.1231 5.1231 6.9693 9.9693 11.7693 12.9693 14.7693 17.7693
Hessian condition number: 5.690
noncommuting stationary point D = 1.5 v v^T:
  weight of highest filled level in v: 0.3719
  commutator norm with H (eV): 3.2020
  lowest Hessian eigenvalue (eV): -17.7693
per level: basin edge by bisection, ray barrier (eV),
  blow-up time measured and by formula (1/eV), start 0.25 outside
  level 1: 0.0000  2.9616  0.09057  0.09057
  level 2: 0.0000  1.9616  0.13675  0.13675
  level 3: 1.0000  1.1616  0.23093  0.23093
  level 4: 1.0000  2.1616  0.12410  0.12410
highest filled level: occupation, Omega - Omega(P) (eV)
    1.0      0.0000
    0.5      0.9808
    0.0      1.9616
   -0.5     -0.0000
   -1.0     -7.8462
   -2.0    -52.9619
random noncommuting starts in the box, all reaching P: 24
site-diagonal start, occupations: 0.9 0.2 0.7 0.4
  commutator norm with H (eV): 2.2672
  time (1/eV), Omega (eV), |D-P|, min and max eigenvalue of D
  0.0  -0.88480  1.14e+00  0.200000  0.900000
  0.1  -3.47589  7.19e-01  0.152902  0.945434
  0.5  -4.88898  1.34e-01  0.001427  0.999914
  1.0  -4.92213  2.46e-02  0.000002  1.000000
  3.0  -4.92311  4.61e-05  0.000000  1.000000
fixed step alpha (1/eV): 0.05628
outer basin edge of each level at this step: 2.0 2.5098 -2.5496 -1.3701
```
